# The real level shift and its correction from the Hylleraas functional

**Q.** Second-order multireference perturbation theory sometimes meets a denominator close to zero. One remedy adds a constant to every denominator and later subtracts a correction built from the weight of the reference. Why should a weight know anything about an energy error? Start with what is being solved.

**A.** Let $|0\rangle$ be the normalized reference function, an eigenfunction of a Hermitian zeroth-order operator: $H_0|0\rangle=E_0|0\rangle$. The perturbation is $W=H-H_0$. Expand the first-order function in orthonormal functions $|i\rangle$, all orthogonal to $|0\rangle$:

$$|\psi_1\rangle=\sum_i C_i|i\rangle .$$

I take all quantities real. The first-order equation is $(H_0-E_0)|\psi_1\rangle=-(W-E_1)|0\rangle$, with $E_1=\langle 0|W|0\rangle$. Project it on $\langle i|$. The $E_1$ term drops because $\langle i|0\rangle=0$, and $\langle i|W|0\rangle=\langle i|H|0\rangle$ because $\langle i|H_0|0\rangle=E_0\langle i|0\rangle=0$. With

$$A_{ij}=\langle i|H_0-E_0|j\rangle,\qquad V_i=\langle i|H|0\rangle,$$

the equation and the second-order energy become

$$AC=-V,\qquad E_2=\langle 0|W|\psi_1\rangle=V^TC=-V^TA^{-1}V .$$

In the eigenbasis of $A$, with eigenvalues $\Delta_k$ and couplings $V_k$,

$$E_2=-\sum_k\frac{V_k^2}{\Delta_k}.$$

An intruder is a mode $k$ whose $|\Delta_k|$ is so small that its term is large although its coupling is weak. I assume that no $\Delta_k$ vanishes. If one did and its coupling were not zero, $E_2$ would not be defined.

**Q.** And the shift?

**A.** It replaces $A$ by $A+\varepsilon$, where $\varepsilon$ is a real energy, taken positive here, and the unit matrix is understood. Marking shifted quantities with a tilde,

$$(A+\varepsilon)\tilde C=-V,\qquad \tilde E_2=V^T\tilde C=-\sum_k\frac{V_k^2}{\Delta_k+\varepsilon}.$$

I assume $\Delta_k+\varepsilon\neq0$ for every mode, so that the shifted equation has a unique solution.

**Q.** Then you have changed every denominator, including the healthy ones. How large is the damage?

**A.** Subtract mode by mode:

$$\tilde E_2-E_2=\sum_kV_k^2\left(\frac1{\Delta_k}-\frac1{\Delta_k+\varepsilon}\right)=\varepsilon\sum_k\frac{V_k^2}{\Delta_k(\Delta_k+\varepsilon)} .$$

For small $\varepsilon$ this is $\varepsilon\sum_kV_k^2/\Delta_k^2$, which is first order in the shift. Since $C_k=-V_k/\Delta_k$, the coefficient is $C^TC$, the squared norm of the first-order function.

**Q.** So the norm appears by expansion. An expansion in $\varepsilon$ gives me little confidence at a finite shift. Is there a reason that does not rest on one?

**A.** There is a variational one. The Hylleraas functional is

$$J[C]=C^TAC+2V^TC .$$

A small change $\delta C$ alters it to first order by $2\,\delta C^T(AC+V)$, where the symmetry of $A$ has been used. It is therefore stationary when $AC=-V$. At that point $C^TAC=-C^TV$, so $J=-V^TC+2V^TC=V^TC=E_2$.

Now consider $J_\varepsilon[C]=J[C]+\varepsilon C^TC$. By the same steps it is stationary when $(A+\varepsilon)C=-V$, with stationary value $V^T\tilde C=\tilde E_2$. The shifted calculation thus makes stationary the original functional plus a penalty on the norm of the first-order function. The energy it reports includes the penalty.

**Q.** You want to remove the penalty and keep the amplitudes.

**A.** Yes: evaluate the original functional at the shifted amplitudes. The shifted equation gives $A\tilde C=-V-\varepsilon\tilde C$, hence

$$\begin{aligned}
J[\tilde C]&=\tilde C^T(-V-\varepsilon\tilde C)+2V^T\tilde C\\
&=-V^T\tilde C-\varepsilon\tilde C^T\tilde C+2V^T\tilde C\\
&=\tilde E_2-\varepsilon\,\tilde C^T\tilde C .
\end{aligned}$$

Nothing has been expanded. The identity holds for any shift for which the shifted equation can be solved.

**Q.** That contains a norm, not a weight.

**A.** The two are linked by normalization. The function $|0\rangle+\sum_i\tilde C_i|i\rangle$ has squared norm $1+\tilde C^T\tilde C$, because the reference is normalized and orthogonal to the rest. After normalization the weight of the reference is

$$w=\frac1{1+\tilde C^T\tilde C},\qquad\text{so}\qquad \tilde C^T\tilde C=\frac1w-1 .$$

The corrected energy is therefore

$$E_{\rm LS}=J[\tilde C]=\tilde E_2-\varepsilon\left(\frac1w-1\right).$$

This is the Roos–Andersson correction. For positive $\varepsilon$ it lowers the energy, because $w\le1$.

**Q.** You have shown that it is a value of the functional. You have not shown that it is close to $E_2$.

**A.** Use the stationary point. Write $\tilde C=C+D$, where $AC=-V$. Then

$$\begin{aligned}
J[C+D]&=C^TAC+2D^TAC+D^TAD+2V^TC+2V^TD\\
&=J[C]+2D^T(AC+V)+D^TAD\\
&=E_2+D^TAD .
\end{aligned}$$

The term linear in $D$ vanishes by the unshifted equation. To find $D$, rewrite the shifted equation as $A\tilde C+\varepsilon\tilde C=-V=AC$. This gives $AD=-\varepsilon\tilde C$, or $D=-\varepsilon A^{-1}\tilde C$. One factor of $\varepsilon$ comes from each $D$, and the two minus signs cancel:

$$E_{\rm LS}-E_2=D^TAD=\varepsilon^2\,\tilde C^TA^{-1}\tilde C .$$

With $\tilde C_k=-V_k/(\Delta_k+\varepsilon)$,

$$E_{\rm LS}-E_2=\varepsilon^2\sum_k\frac{V_k^2}{\Delta_k(\Delta_k+\varepsilon)^2}
=\varepsilon^2\sum_k\frac{V_k^2}{\Delta_k^3}+O(\varepsilon^3).$$

The amplitudes are wrong to first order in the shift; the energy is wrong to second order, because the functional is stationary at the unshifted amplitudes.

**Q.** "Second order" is a statement about $\varepsilon\to0$. What does it require at a finite shift?

**A.** The expansion in the last step needs $\varepsilon<|\Delta_k|$ for each contributing mode. For a single mode, the leading term is a good estimate if $\varepsilon\ll|\Delta_k|$. The closed expression before it has no such restriction. It also shows how much each mode gains. Relative to the mode's own contribution, of size $V_k^2/|\Delta_k|$, the errors of a mode with $\Delta_k>0$ are

$$r_k=\frac{\varepsilon}{\Delta_k+\varepsilon}\ \text{(uncorrected)},\qquad r_k^2=\left(\frac{\varepsilon}{\Delta_k+\varepsilon}\right)^2\ \text{(corrected)}.$$

The correction squares the fractional error. A mode with $\Delta_k=\varepsilon$ goes from losing one half of its energy to losing one quarter.

If all $\Delta_k$ are positive, every term of the residual is positive, so $E_{\rm LS}$ lies above $E_2$, or equals it if $V=0$. This is an upper bound to the second-order energy of the chosen $H_0$; it does not guarantee an upper bound to the true energy of the molecule.

**Q.** Must the weight come from the shifted function? The unshifted weight looks more fundamental.

**A.** Call it $w_0$, with $1/w_0-1=\sum_kV_k^2/\Delta_k^2$. Using it instead gives the error

$$\begin{aligned}
\tilde E_2-\varepsilon\left(\frac1{w_0}-1\right)-E_2
&=\sum_kV_k^2\left[\frac{\varepsilon}{\Delta_k(\Delta_k+\varepsilon)}-\frac{\varepsilon}{\Delta_k^2}\right]\\
&=-\varepsilon^2\sum_k\frac{V_k^2}{\Delta_k^2(\Delta_k+\varepsilon)} .
\end{aligned}$$

This is also second order, with the opposite leading coefficient. But $w_0$ contains the small denominator squared, which is what the shift was meant to avoid. The shifted weight also comes from the same calculation as $\tilde E_2$, so no unshifted equation has to be solved.

**Q.** Show me a molecule.

**A.** Take LiH at a bond length of 2.4 Å in the 6-31G basis. The reference is CASSCF(2,2), with active natural occupations 1.88 and 0.12. The first-order space consists of the 893 determinants outside the active-space expansion that have at most two electrons in virtual orbitals. Each determinant is an independent function, so this is an uncontracted relative of CASPT2, not the internally contracted method. $H_0$ is the generalized Fock operator, projected separately onto the reference and onto the first-order space; this makes the reference an eigenfunction of $H_0$.

The smallest denominator is 0.2518 hartree, so no intruder is present. That is useful here, because $E_2=-1.48261$ millihartree is then a sound target against which to measure the shift error. It remains a second-order energy in a small basis, and none of the LiH numbers below is converged with respect to the basis. With all four electrons correlated, $E_2$ becomes $-6.60$ millihartree in cc-pVDZ and $-21.27$ in cc-pVTZ, and the smallest denominator falls to about 0.23 hartree. At $\varepsilon=0.3$ hartree the uncorrected and corrected errors become 2.3 and 0.41 kJ/mol (13.5% and 2.4% of $|E_2|$) in cc-pVDZ, and 4.8 and 0.72 kJ/mol (8.6% and 1.3%) in cc-pVTZ. The 6-31G values illustrate the identities; they do not give the size of the shift error for the molecule.

At $\varepsilon=0.2$ hartree the shifted energy is $-1.28961$ millihartree, and $1/w-1=0.0007958$. The correction is

$$0.2\times0.0007958\ \text{hartree}=0.15916\ \text{millihartree},$$

and

$$E_{\rm LS}=-1.28961-0.15916=-1.44877\ \text{millihartree}.$$

The direct value is $-1.44878$; the last digit differs through rounding of the inputs. The results for four shifts are:

| $\varepsilon$ (hartree) | error of $\tilde E_2$ (millihartree) | error of $E_{\rm LS}$ (millihartree) |
|---|---|---|
| 0.1 | 0.106 | 0.011 |
| 0.2 | 0.193 | 0.034 |
| 0.3 | 0.266 | 0.063 |
| 0.4 | 0.330 | 0.094 |

Both errors are measured from the unshifted $E_2$. At 0.3 hartree they are 0.70 and 0.16 kJ/mol, or 18% and 4.2% of $|E_2|$.

**Q.** Your squaring rule would turn 18% into 3.2%, not 4.2%.

**A.** The rule holds for each mode, not for their sum. Let $p_k=(V_k^2/\Delta_k)/|E_2|$ be the fraction of the energy from mode $k$. With all denominators positive these fractions are nonnegative and sum to one. The total fractional errors are $\bar r=\sum_kp_kr_k$ before correction and $\sum_kp_kr_k^2$ after it. Since

$$\sum_kp_k(r_k-\bar r)^2=\sum_kp_kr_k^2-\bar r^2\ge0,$$

the corrected fraction cannot be below the square of the uncorrected one. The excess of 4.2% over 3.2% is the variance of $r_k$ among the modes, weighted by $p_k$.

**Q.** The corrected error grows from 0.0105 to 0.0338 when the shift doubles from 0.1 to 0.2. That is a factor of about 3.2. Second order should give 4.

**A.** These shifts are not negligible beside the denominators of the modes that carry the residual. Doubling $\varepsilon$ multiplies the residual of one mode by

$$4\left(\frac{\Delta_k+\varepsilon}{\Delta_k+2\varepsilon}\right)^2,$$

which is below 4 for positive $\Delta_k$ and approaches 4 as $\varepsilon/\Delta_k\to0$. For $\varepsilon=0.1$ hartree this factor is 2.4 at $\Delta_k=0.25$ hartree and 3.2 at $\Delta_k=0.75$ hartree, so the observed ratio is not set by the smallest denominator alone but by modes lying well above it. The leading coefficient is $\sum_kV_k^2/\Delta_k^3=0.001363$ per hartree. At 0.3 hartree it predicts

$$0.3^2\times0.001363\ \text{hartree}=0.123\ \text{millihartree},$$

about twice the actual 0.063. The leading term is then a poor estimate, while the closed residual formula still holds.

To see the order itself, use a small shift. Halving it from 0.002 to 0.001 hartree divides the uncorrected error by 1.998 and the corrected error by 3.989. At 0.001 hartree the error divided by $\varepsilon^2$ is 0.001359 per hartree with the shifted weight and $-0.001361$ with the unshifted weight, which confirms the opposite signs found above.

**Q.** Could an algebraic slip be hidden in the matrix $A$ and so go unnoticed in both energies?

**A.** The Hylleraas functional was also evaluated at the shifted amplitudes with operators acting in the full determinant space. The amplitudes come from $A$, but the functional does not use it, so the comparison tests the value of $\tilde C^TA\tilde C$, not each element of $A$. It agreed with the weight formula to within $10^{-10}$ hartree at all four shifts. A separate test concerns the penalty picture. Because $J_\varepsilon$ is stationary at $\tilde C$, the change of $\tilde C$ with $\varepsilon$ does not contribute to the slope of its stationary value, so

$$\frac{d\tilde E_2}{d\varepsilon}=\tilde C^T\tilde C=\frac1w-1 .$$

At 0.2 hartree a finite difference of the energy and the weight both give 0.0007958. The correction therefore extrapolates $\tilde E_2$ back to zero shift along its tangent at the shift used. This answers your first question: the weight measures the slope of the energy with respect to the shift.

**Q.** So far there was no intruder. Put one in, and your residual contains $1/\Delta_k$. The error diverges!

**A.** It does, because the target diverges. For one mode with coupling $V$ and denominator $\Delta$,

$$E_{\rm LS}=-\frac{V^2}{\Delta+\varepsilon}-\frac{\varepsilon V^2}{(\Delta+\varepsilon)^2}
=-\frac{V^2(\Delta+2\varepsilon)}{(\Delta+\varepsilon)^2}.$$

At $\Delta=0$ this is $-2V^2/\varepsilon$, which is finite, while $-V^2/\Delta$ has no limit. The residual holds the divergence that the shift has removed. For an intruder with $|\Delta|\ll\varepsilon$, closeness to the unshifted energy is neither achieved nor wanted.

Take $V=0.01$ hartree and $\varepsilon=0.3$ hartree, as round model values. When $\Delta$ passes from $0.001$ to $-0.001$ hartree, the unshifted contribution jumps from $-100$ to $+100$ millihartree. The corrected one moves from $-0.663$ to $-0.670$ millihartree.

The unshifted weight would be useless here. At $\Delta=0.001$ hartree the amplitude is $-V/\Delta=-10$, so $1/w_0-1=100$, and the "correction" would be $0.3\times100=30$ hartree.

**Q.** Then is the finite value $-2V^2/\varepsilon$ the physical contribution of the intruder?

**A.** No. It depends on the chosen shift. At $\Delta=0$ the corrected value is twice the shifted value $-V^2/\varepsilon$; in the model these are $-0.667$ and $-0.333$ millihartree. What can be said is that, for $|\Delta|\ll\varepsilon$, the contribution is small when $V^2/\varepsilon$ is small on the scale of the energies sought. If the coupling is strong, the remaining energy depends visibly on $\varepsilon$, and the state needs a better treatment than second-order perturbation theory from this reference, for example a larger active space.

A very large shift does not help either. For $\varepsilon\gg|\Delta_k|$ for all modes,

$$\tilde E_2\to-\frac{V^TV}{\varepsilon},\qquad E_{\rm LS}\to-\frac{2V^TV}{\varepsilon},$$

and both lose the second-order energy altogether. The shift has to be large beside the intruder's $|\Delta|$ and small beside the denominators of the modes that carry the energy. If no such gap exists, no choice of $\varepsilon$ meets both demands.

**Q.** What if the denominator is clearly negative, as can happen for an excited state?

**A.** Then a positive shift can create the trouble it was meant to cure. At $\Delta=-\varepsilon$ the shifted denominator vanishes. Put $\Delta=-\varepsilon+x$:

$$\tilde E_2=-\frac{V^2}{x},\qquad E_{\rm LS}=-\frac{V^2(\varepsilon+x)}{x^2}.$$

The shifted energy has a simple pole and the corrected energy a double one. In the model at $\Delta=-0.29$ hartree, where $x=0.01$ hartree, the unshifted contribution is a harmless $+0.34$ millihartree, the shifted one is $-10$, and the corrected one is $-310$. A real shift moves the singularity from $\Delta=0$ to $\Delta=-\varepsilon$, and the correction sharpens it there.

The correction can do harm farther from the pole too. The magnitude of the fractional error is squared for either sign of $\Delta$, and squaring reduces it only if $|\Delta+\varepsilon|>\varepsilon$, that is, for $\Delta>0$ or $\Delta<-2\varepsilon$. Between $-2\varepsilon$ and zero the corrected contribution lies farther from the unshifted one than the uncorrected contribution does. At $\Delta=-0.05$ hartree the three values are $+2.00$ (unshifted), $-0.40$ (shifted) and $-0.88$ millihartree (corrected).

A negative denominator also removes the guarantee of an upper bound: its term in the residual is negative and can outweigh the positive ones, and $J$ has a saddle point or a maximum instead of a minimum. The stationarity argument for second order survives, because it never used the sign of $A$.

**Q.** One last doubt. Internally contracted functions are not orthonormal. Does the weight formula survive?

**A.** It does if the shift multiplies the overlap matrix $S_{ij}=\langle i|j\rangle$. I still take the functions to be orthogonal to the reference, and linearly independent so that the amplitudes are unique. The squared norm is now $\tilde C^TS\tilde C$, so $1/w-1=\tilde C^TS\tilde C$. The penalty $\varepsilon C^TSC$ leads to

$$(A+\varepsilon S)\tilde C=-V,$$

and inserting $A\tilde C=-V-\varepsilon S\tilde C$ into $J$ gives

$$J[\tilde C]=\tilde E_2-\varepsilon\tilde C^TS\tilde C=\tilde E_2-\varepsilon\left(\frac1w-1\right).$$

If the unit matrix is shifted instead, then $J[\tilde C]=\tilde E_2-\varepsilon\tilde C^T\tilde C$. Subtracting the weight term now yields

$$\tilde E_2-\varepsilon\tilde C^TS\tilde C=J[\tilde C]+\varepsilon\,\tilde C^T(1-S)\tilde C .$$

The value $J[\tilde C]$ is still correct to first order, but the extra term is itself first order unless $C^T(1-S)C$ happens to vanish. In a two-function model with $A_{11}=1.0$, $A_{12}=0.3$, $A_{22}=1.5$, $V=(0.10,\,0.05)$ hartree and overlap 0.4, halving a shift of 0.001 hartree divides the error by 3.996 when $S$ carries the shift, and by 1.991 when the unit matrix does. Using the same norm in the penalty and in the weight secures the second-order property without relying on $C^T(1-S)C$ to vanish.

## Values computed for the example and the checks

```
LiH, 6-31G, CASSCF(2,2), uncontracted first-order space
bond length = 2.4 angstrom
orbitals = 11, first-order determinants = 893
active natural occupations = 1.8797, 0.1203
reference energy = -7.972164 hartree
smallest denominator, whole space = 0.2518 hartree
smallest coupled denominator = 0.2518 hartree
unshifted E2 = -1.48261 millihartree = -3.8926 kJ/mol
unshifted reference weight = 0.998822
shift (hartree) | weight | shifted E2 | corrected E2 |
   uncorrected error | corrected error (energies in millihartree)
0.1 | 0.999047 | -1.37667 | -1.47207 | 0.10594 | 0.01054
0.2 | 0.999205 | -1.28961 | -1.44878 | 0.19300 | 0.03384
0.3 | 0.999321 | -1.21614 | -1.41987 | 0.26647 | 0.06274
0.4 | 0.999411 | -1.15289 | -1.38876 | 0.32973 | 0.09385
at shift 0.3 hartree: uncorrected error = 0.6996 kJ/mol,
   corrected error = 0.1647 kJ/mol
slope dE/d(shift) at 0.2 hartree = 0.0007958; 1/w - 1 = 0.0007958
halving the shift from 0.002 hartree divides the error by:
   uncorrected 1.9977, corrected 3.9889
sum of V^2/denominator^3 = 0.001363 per hartree
error/shift^2 at 0.001 hartree: shifted weight 0.001359,
   unshifted weight -0.001361 per hartree
one-mode model: coupling 0.01 hartree, shift 0.3 hartree
denominator (hartree) | unshifted | shifted | corrected (millihartree)
1.000 | -0.1000 | -0.0769 | -0.0947
0.300 | -0.3333 | -0.1667 | -0.2500
0.050 | -2.0000 | -0.2857 | -0.5306
0.001 | -100.0000 | -0.3322 | -0.6633
-0.001 | 100.0000 | -0.3344 | -0.6700
-0.050 | 2.0000 | -0.4000 | -0.8800
-0.250 | 0.4000 | -2.0000 | -14.0000
-0.290 | 0.3448 | -10.0000 | -310.0000
at zero denominator: shifted -0.3333, corrected -0.6667 millihartree
halving the distance 0.001 hartree to the displaced pole multiplies
   shifted energy by 2.0000, corrected energy by 3.9934
two-function model, matrices [[a, b], [b, d]], energies in hartree:
   H0-E0: a=1.0, b=0.3, d=1.5; overlap b=0.4; V=0.10, 0.05
halving the shift from 0.001 hartree divides the corrected error by:
   shift times overlap 3.9959, shift times unit matrix 1.9911
```
